# Stability of the Hydrogen Orbit Parallel to a Magnetic Field: a program that tests the result

```python
"""
Hydrogen in a magnetic field, L_z = 0: stability of the orbit parallel to the field.

Scaled Hamiltonian: H = p^2/2 - 1/r + rho^2/8 = eps, with eps < 0.
Result under test: the transverse monodromy matrix is M = -M_Hill, where M_Hill
is the matrix over 0 <= s <= pi of v'' + (1 + q sin(s)^4) v = 0, q = 1/(2|eps|^3).
Stability is first lost at eps = -0.391. Near eps = 0,
Tr M -> -4 cos(pi / (2 sqrt(2) |eps|^(3/2))), which gives endless unstable windows
with edges eps = -(1/2) (k -+ 1/3)^(-2/3), k = 2, 3, ...

Symbols: c, o    even and odd Hill solutions, c(0) = 1, o'(0) = 1
         mu, nu  semiparabolic coordinates, mu^2 = r + z, nu^2 = r - z
         theta   launch angle from the field axis at the nucleus
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq


def q_of(eps):
    return 1 / (2 * abs(eps) ** 3)


def eps_of(q):
    return -(2 * q) ** (-1 / 3)


def hill(q, s_end, dense=False):
    """Values c, c', o, o' at s_end."""
    def rhs(s, y):
        w = 1 + q * np.sin(s) ** 4
        return [y[1], -w * y[0], y[3], -w * y[2]]
    sol = solve_ivp(rhs, (0, s_end), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-13, dense_output=dense)
    return sol if dense else sol.y[:, -1]


def monodromy(eps):
    """M in (nu, dnu/ds) at the nucleus, from half-period values."""
    c, dc, o, do = hill(q_of(eps), np.pi / 2)
    diagonal = c * do + o * dc
    return -np.array([[diagonal, 2 * o * do], [2 * c * dc, diagonal]])


def cartesian_return(eps, x0, px0):
    """Follow a real trajectory from one upper turning point to the next."""
    r0 = 1 / (px0 ** 2 / 2 + x0 ** 2 / 8 - eps)
    start = [x0, np.sqrt(r0 ** 2 - x0 ** 2), px0, 0.0]
    period = 2 * np.pi * (2 * abs(eps)) ** -1.5

    def rhs(t, y):
        r3 = np.hypot(y[0], y[1]) ** 3
        return [y[2], y[3], -y[0] / r3 - y[0] / 4, -y[1] / r3]

    def top(t, y):
        return y[3]
    top.terminal, top.direction = True, -1
    opts = dict(method="DOP853", rtol=1e-12, atol=1e-14)
    first = solve_ivp(rhs, (0, 0.2 * period), start, **opts)
    rest = solve_ivp(rhs, (0, 2 * period), first.y[:, -1], events=top, **opts)
    assert len(rest.t_events[0]) == 1
    return rest.y_events[0][0]


def regular_rhs(eps):
    def rhs(tau, y):
        m, n, pm, pn = y
        return [pm, pn,
                2 * eps * m - m ** 3 * n ** 2 / 2 - m * n ** 4 / 4,
                2 * eps * n - m ** 4 * n / 4 - m ** 2 * n ** 3 / 2]
    return rhs


def launch(eps, theta):
    """Launch at the nucleus; return nu/sin(theta/2) and tau where p_mu = 0."""
    def turn(tau, y):
        return y[2]
    turn.terminal, turn.direction = True, -1
    start = [0, 0, 2 * np.cos(theta / 2), 2 * np.sin(theta / 2)]
    sol = solve_ivp(regular_rhs(eps), (0, 20), start, method="DOP853",
                    rtol=1e-11, atol=1e-13, events=turn)
    return sol.y_events[0][0][1] / np.sin(theta / 2), sol.t_events[0][0]


def spectral_edges(kind, size=260, count=60):
    """Positive q for which the odd/even solution is pi-(anti)periodic."""
    points = 2 * size
    s = (np.arange(points) + 0.5) * np.pi / points
    if kind == "odd":
        n = np.arange(1, size + 1)
        basis = np.sin(np.outer(s, n)) * np.sqrt(2 / points)
    else:
        n = np.arange(0, size)
        basis = np.cos(np.outer(s, n)) * np.sqrt(2 / points)
        basis[:, 0] /= np.sqrt(2)
    weight = basis.T @ (np.sin(s)[:, None] ** 4 * basis)
    one, rest = np.where(n == 1)[0][0], np.where(n != 1)[0]
    # The n = 1 function has zero stiffness and is eliminated exactly.
    coupling = weight[rest, one]
    reduced = weight[np.ix_(rest, rest)]
    reduced = reduced - np.outer(coupling, coupling) / weight[one, one]
    chol = np.linalg.cholesky(reduced)
    inverse_stiffness = 1 / (n[rest] ** 2 - 1.0)
    inverse_q = np.linalg.eigvalsh(chol.T @ (inverse_stiffness[:, None] * chol))
    return 1 / np.sort(inverse_q)[::-1][:count]


# Half-period formulas against integration over the whole period.
for eps in (-0.5, -0.35, -0.2):
    c, dc, o, do = hill(q_of(eps), np.pi)
    assert np.allclose(monodromy(eps), -np.array([[c, o], [dc, do]]), atol=1e-7)

# Trace, including its sign, against real Cartesian trajectories.
cartesian_trace = {}
for eps in (-0.5, -0.35):
    x0, px0 = 0.005, 0.0025
    trace = (cartesian_return(eps, x0, 0)[0] / x0
             + cartesian_return(eps, 0, px0)[2] / px0)
    cartesian_trace[eps] = trace
    # The finite displacement leaves an error quadratic in its size.
    assert abs(trace - np.trace(monodromy(eps))) < 2e-3

# Weak-field rotation angle.
weak_eps = -4.0
weak = monodromy(weak_eps)
weak_angle = np.arcsin(np.sqrt(-weak[0, 1] * weak[1, 0]))
weak_formula = np.sqrt(5) * np.pi * q_of(weak_eps) / 16
assert abs(weak_angle / weak_formula - 1) < 0.02

# Growth of the Prufer angle with q: finite difference against an integral.
q_test, dq, half = 8.0, 1e-3, np.pi / 2
plus, minus = hill(q_test + dq, half), hill(q_test - dq, half)
slope = (plus - minus) / (2 * dq)
dense = hill(q_test, half, dense=True)
value = dense.y[:, -1]
for i in (0, 2):
    left = value[i + 1] * slope[i] - value[i] * slope[i + 1]
    right = quad(lambda s: np.sin(s) ** 4 * dense.sol(s)[i] ** 2, 0, half)[0]
    assert right > 0 and abs(left - right) < 1e-5

# First threshold by integration, and all edges by the Fourier eigenproblem.
q_first = brentq(lambda q: hill(q, half)[2], 5, 12, xtol=1e-11)
eps_first = eps_of(q_first)
q_lost, q_back = spectral_edges("odd"), spectral_edges("even")
k = np.arange(2, 2 + len(q_lost))
assert abs(q_lost[0] / q_first - 1) < 1e-8
assert abs(eps_first + 0.391) < 5e-4
assert np.all(q_lost[:59] < q_back[:59]) and np.all(q_back[:59] < q_lost[1:60])
for eps in np.linspace(-3, eps_first - 1e-3, 40):
    assert abs(np.trace(monodromy(eps))) < 2
for j in range(5):
    inside = eps_of((q_lost[j] + q_back[j]) / 2)
    outside = eps_of((q_back[j] + q_lost[j + 1]) / 2)
    assert (-1) ** (k[j] + 1) * np.trace(monodromy(inside)) > 2
    assert abs(np.trace(monodromy(outside))) < 2

# Asymptotic edges: the missing phase must fall as q^(-1/3).
eps_lost, eps_back = eps_of(q_lost), eps_of(q_back)
law_lost = -0.5 * (k - 1 / 3) ** (-2 / 3)
law_back = -0.5 * (k + 1 / 3) ** (-2 / 3)
for q_edge, shift in ((q_lost, -1 / 3), (q_back, 1 / 3)):
    defect = ((k + shift) * np.pi - np.sqrt(q_edge) * np.pi / 2) * q_edge ** (1 / 3)
    assert abs(defect[28] / defect[58] - 1) < 0.10
assert abs(law_lost[58] / eps_lost[58] - 1) < 2e-3
assert abs(law_back[58] / eps_back[58] - 1) < 2e-3

# Asymptotic trace over one oscillation at two energies.
trace_error, trace_peak = [], []
for eps0 in (-0.08, -0.02):
    phase0 = np.pi / (2 * np.sqrt(2) * abs(eps0) ** 1.5)
    phases = phase0 + np.linspace(0, 2 * np.pi, 13)
    energies = -(np.pi / (2 * np.sqrt(2) * phases)) ** (2 / 3)
    traces = np.array([np.trace(monodromy(e)) for e in energies])
    trace_error.append(np.max(np.abs(traces + 4 * np.cos(phases))))
    trace_peak.append(np.max(np.abs(traces)))
assert trace_error[1] < 0.3
assert 2.8 < trace_error[0] / trace_error[1] < 5.5

# The new closed orbit of the full nonlinear motion at the first threshold.
below = [launch(eps_first - 0.005, a)[0] for a in np.linspace(0.02, 0.8, 14)]
assert np.all(np.sign(below) == np.sign(below[0]))
new_angle = []
for distance in (0.002, 0.004):
    e_new = eps_first + distance
    angle = brentq(lambda a: launch(e_new, a)[0], 0.005, 0.8, xtol=1e-10)
    tau = launch(e_new, angle)[1]
    start = [0, 0, 2 * np.cos(angle / 2), 2 * np.sin(angle / 2)]
    end = solve_ivp(regular_rhs(e_new), (0, 2 * tau), start, method="DOP853",
                    rtol=1e-11, atol=1e-13).y[:, -1]
    assert np.hypot(end[0], end[1]) < 1e-6
    new_angle.append(angle)
angle_ratio = (new_angle[1] / new_angle[0]) ** 2
assert abs(angle_ratio - 2) < 0.15

# Worked numbers.
print("All scaled quantities are dimensionless.")
for eps in (-0.5, -0.35):
    m = monodromy(eps)
    tr = np.trace(m)
    print(f"eps = {eps}: q = {q_of(eps):.5f}")
    print(f"  M11 = M22 = {m[0, 0]:.5f}, M12 = {m[0, 1]:.5f}, M21 = {m[1, 0]:.5f}")
    print(f"  det M = {np.linalg.det(m):.8f}, Tr M = {tr:.5f}")
    print(f"  Tr M from Cartesian trajectories = {cartesian_trace[eps]:.5f}")
    if abs(tr) < 2:
        print(f"  cos(rotation angle) = {tr / 2:.5f}, "
              f"angle in [0, pi] = {np.arccos(tr / 2):.5f} rad")
    else:
        stretch = abs(tr) / 2 + np.sqrt(tr ** 2 / 4 - 1)
        print(f"  stretching factor = {stretch:.5f}, log = {np.log(stretch):.5f}")
print(f"weak field, eps = {weak_eps}: angle = {weak_angle:.6f} rad, "
      f"formula = {weak_formula:.6f} rad")
print(f"first threshold: q = {q_first:.6f}, eps = {eps_first:.6f}")
c, dc, o, do = hill(q_first, half)
print(f"  there at s = pi/2: c = {c:.5f}, c' = {dc:.5f}, o' = {do:.5f}")
print(f"  there Tr M = {np.trace(monodromy(eps_first)):.6f}")
print("unstable windows: k, eps lost, law, eps regained, law")
for j in (0, 1, 2, 3, 4, 18, 58):
    print(f"  {k[j]:2d}  {eps_lost[j]:.6f}  {law_lost[j]:.6f}  "
          f"{eps_back[j]:.6f}  {law_back[j]:.6f}")
for eps0, err, peak in zip((-0.08, -0.02), trace_error, trace_peak):
    print(f"near eps = {eps0}: largest sampled |Tr M| = {peak:.4f}, "
          f"largest error of law = {err:.4f}")
print(f"limiting largest stretching factor = {2 + np.sqrt(3):.5f}")
for distance, angle in zip((0.002, 0.004), new_angle):
    print(f"new orbit at threshold + {distance}: theta = {np.degrees(angle):.3f} deg")
print(f"ratio of theta^2 for doubled distance = {angle_ratio:.4f}")

field = 6.0
gamma = field / constants.value("atomic unit of mag. flux density")
energy = eps_first * gamma ** (2 / 3)
to_wavenumber = constants.value("hartree-inverse meter relationship") / 100
length = gamma ** (-2 / 3) / abs(eps_first) * constants.value("Bohr radius")
scaled_period = 2 * np.pi * (2 * abs(eps_first)) ** -1.5
period = scaled_period / gamma * constants.value("atomic unit of time")
print(f"field = {field} T, gamma = {gamma:.5e} atomic units")
print(f"  threshold energy = {energy:.5e} hartree = {energy * to_wavenumber:.3f} cm^-1")
print(f"  effective principal quantum number = {1 / np.sqrt(-2 * energy):.2f}")
print(f"  orbit length from nucleus to top = {length * 1e9:.2f} nm")
print(f"  scaled return time = {scaled_period:.4f}, return time = {period * 1e12:.3f} ps")
print("no test failed")
```

Output:

```
All scaled quantities are dimensionless.
eps = -0.5: q = 4.00000
  M11 = M22 = 0.10900, M12 = 1.23619, M21 = -0.79933
  det M = 1.00000000, Tr M = 0.21800
  Tr M from Cartesian trajectories = 0.21807
  cos(rotation angle) = 0.10900, angle in [0, pi] = 1.46158 rad
eps = -0.35: q = 11.66181
  M11 = M22 = -1.20633, M12 = -0.89801, M21 = -0.50693
  det M = 1.00000000, Tr M = -2.41265
  Tr M from Cartesian trajectories = -2.41269
  stretching factor = 1.88103, log = 0.63182
weak field, eps = -4.0: angle = 0.003428 rad, formula = 0.003430 rad
first threshold: q = 8.345219, eps = -0.391301
  there at s = pi/2: c = -0.48970, c' = -0.97184, o' = -2.04206
  there Tr M = -2.000000
unstable windows: k, eps lost, law, eps regained, law
   2  -0.391301  -0.355689  -0.327851  -0.284218
   3  -0.270988  -0.260010  -0.240073  -0.224070
   4  -0.215383  -0.210276  -0.196220  -0.188114
   5  -0.181931  -0.179046  -0.168612  -0.163796
   6  -0.159135  -0.157308  -0.149220  -0.146066
  20  -0.068725  -0.068625  -0.067311  -0.067117
  60  -0.032753  -0.032745  -0.032519  -0.032504
near eps = -0.08: largest sampled |Tr M| = 3.4997, largest error of law = 1.0115
near eps = -0.02: largest sampled |Tr M| = 3.8589, largest error of law = 0.2721
limiting largest stretching factor = 3.73205
new orbit at threshold + 0.002: theta = 4.278 deg
new orbit at threshold + 0.004: theta = 6.047 deg
ratio of theta^2 for doubled distance = 1.9981
field = 6.0 T, gamma = 2.55263e-05 atomic units
  threshold energy = -3.39237e-04 hartree = -74.454 cm^-1
  effective principal quantum number = 38.39
  orbit length from nucleus to top = 155.99 nm
  scaled return time = 9.0755, return time = 8.600 ps
no test failed
```
